Hartree-Fock in the Z-expansion: singles and the correlation limit of 1s²

**1. The difficulty**

The energy of a two-electron ion, expanded in 1/Z, reads −Z² + (5/8)Z + E2 + …, with E2 = −0.157666 hartree. It is not evident how much of E2 a mean field can supply. If all of it is called correlation, the correlation energy of helium, −0.042044 hartree, is overestimated almost fourfold. If Brillouin's theorem is taken to mean that single substitutions contribute nothing, Hartree-Fock (HF) receives no second-order term at all, while its term is −0.111003 hartree. Both errors are removed by one statement: when the zero-order ground state is a nondegenerate determinant, HF reproduces the zeroth and first orders and, in second order, the single-substitution part and nothing more. The correlation energy Ec = E − E(HF) then tends at large Z to the double-substitution part, −0.046663 hartree for 1s².

**2. Scaling and conventions**

Hartree atomic units are used. The nucleus is a fixed point charge Z and the Hamiltonian is nonrelativistic, so relativity, QED, nuclear motion and nuclear size are absent throughout. Replacing r by r/Z multiplies the kinetic energy and the nuclear attraction by Z², and 1/r12 by Z:

H = Z² [H0 + λV],  H0 = h(1) + h(2),  h = −∇²/2 − 1/r,  V = 1/r12,  λ = 1/Z

E = Z²E0 + Z E1 + E2 + E3/Z + …

The series is assumed to be valid for small λ. All functions are real. The orbital φ0 = e^(−r)/√π has ε0 = −1/2, so the determinant |0⟩ = 1s² has E0 = −1 and is nondegenerate, the next level lying 3/8 higher. "Single" and "double" count orbitals replaced in this hydrogenic determinant, and virtual orbitals include the continuum.

**3. Second order splits into singles and doubles**

Every determinant |K⟩ of h-eigenorbitals is an eigenstate of H0, so Rayleigh-Schrödinger theory gives

E2 = −Σ(K≠0) ⟨K|V|0⟩² / (E_K − E0).

A two-body operator changes at most two orbitals, so K is a single S or a double D. Each determinant contributes its own term, with no cross terms, and E2 = E2(S) + E2(D). Both parts are negative or zero.

**4. What HF keeps**

Take N electrons, occupied spin orbitals i, virtual ones a, and a gap ε_a − ε_i > 0 for every pair. At λ = 0 the determinant |0⟩ is a minimum whose stiffness is set by the gap, so the HF orbitals move by O(λ). Mixing among occupied orbitals changes a determinant by a constant factor, so one may write φ_i = i + λ Σ_a t_ai a + O(λ²). A determinant is linear in each orbital, hence

Φ = |0⟩ + λχ1 + λ²χ2 + …,  χ1 = Σ t_ai |S_ai⟩,  ⟨0|χ1⟩ = ⟨0|χ2⟩ = 0.

χ2 contains doubles with the product amplitudes t·t, and second-order singles. The energy is E0 + ⟨Φ|H0 − E0 + λV|Φ⟩/⟨Φ|Φ⟩. Because (H0 − E0)|0⟩ = 0, the term ⟨χ2|H0 − E0|0⟩ vanishes, and χ2 first appears at order λ³, through 2λ³[⟨χ2|V|0⟩ + ⟨χ2|H0 − E0|χ1⟩]. The norm is 1 + O(λ²) and divides a numerator of order λ, so it also acts first at λ³. Therefore

E[Φ] = E0 + λ⟨0|V|0⟩ + λ² Σ [t_ai² (ε_a − ε_i) + 2 t_ai ⟨S_ai|V|0⟩] + O(λ³).

The first two terms are those of the full theory. Each bracket is a parabola with its minimum at t_ai = −⟨S_ai|V|0⟩/(ε_a − ε_i), where it equals −⟨S_ai|V|0⟩²/(ε_a − ε_i). Thus

E2(HF) = E2(S),  Ec → E2(D) as Z → ∞.

A determinant has no free amplitude for a double at order λ, which is where the full first-order function has them.

Brillouin's theorem is the same stationarity condition. To order λ the coupling of the HF determinant to a single is ⟨S|H0 − E0 + λV|Φ⟩ = λ[t(ε_a − ε_i) + ⟨S|V|0⟩], which vanishes at the minimum. Singles decouple from the HF determinant because the orbital relaxation has absorbed them.

The statement was tested on a model with no hydrogenic structure: three fermions in six orbitals with random two-body integrals. The λ² coefficient of self-consistent-field energies, taken by finite differences, is −3.133620 against a singles sum of −3.133619, and that of the diagonalized ground state is −3.214869, the singles plus doubles of −0.081250 (model units, tolerance 10⁻⁶).

**5. The first-order HF equation for 1s²**

The potential of the density φ0² follows from the shell theorem:

J0(r) = (1/r)∫₀^r 4t²e^(−2t)dt + ∫_r^∞ 4t e^(−2t)dt

= (1/r)[1 − (2r² + 2r + 1)e^(−2r)] + (2r + 1)e^(−2r) = 1/r − (1 + 1/r)e^(−2r).

E1 = ∫4r²e^(−2r)J0 dr = 4(1/4) − 4(1/32 + 1/16) = 5/8.

Replacing either spin orbital 1s by orbital n gives the element ⟨n|J0|1s⟩; there is no exchange with the electron of opposite spin. J0 is spherical, so n is an s state. The two spins have equal amplitudes, so this branch is restricted HF, and

E2(S) = −2 Σ ⟨ns|J0|1s⟩² / (ε_n + 1/2) = 2⟨φ1|J0 − 5/8|φ0⟩,  φ1 = Σ t_n |ns⟩.

The constant 5/8 may be subtracted since ⟨φ1|φ0⟩ = 0. Applying h + 1/2 to φ1 cancels the denominators and leaves J0φ0 with its 1s component, (5/8)φ0, removed:

(h + 1/2) φ1 = −(J0 − 5/8) φ0.

Put φ1 = f(r)φ0. Using (h + 1/2)φ0 = 0 and φ0′ = −φ0,

(h + 1/2)(fφ0) = φ0 [−f″/2 − f′/r + f′] = −φ0 (r²e^(−2r)f′)′ / (2r²e^(−2r)).

The equation becomes (r²e^(−2r)f′)′ = G′, so f′ = G e^(2r)/r², where regularity at the origin sets G(0) = 0 and

G′ = 2r²e^(−2r)(J0 − 5/8) = 2r e^(−2r) − (5/4)r²e^(−2r) − 2(r² + r)e^(−4r).

The three integrals from 0 to r are

∫2t e^(−2t)dt = 1/2 − (r + 1/2)e^(−2r)

(5/4)∫t²e^(−2t)dt = 5/16 − (5r²/8 + 5r/8 + 5/16)e^(−2r)

2∫(t² + t)e^(−4t)dt = 3/16 − (r²/2 + 3r/4 + 3/16)e^(−4r).

The constants cancel, 1/2 − 5/16 − 3/16 = 0, which is the condition that the source be orthogonal to φ0. Collecting the rest,

G = A e^(−2r) + B e^(−4r),  A = (10r² − 6r − 3)/16,  B = (8r² + 12r + 3)/16.

J0 falls monotonically from J0(0) = 1 to zero, its slope being minus the enclosed charge over r². So G′ is first positive and then negative, G rises from zero as r³/4 and returns to zero from above, and f′ > 0 everywhere. The correction moves amplitude outward: this is screening of the nucleus by the other electron.

The energy is E2(S) = 2∫4r²e^(−2r) f (J0 − 5/8) dr = 4∫fG′dr. The boundary term fG vanishes at 0, and at infinity, where f grows as 5r/8 and G decays exponentially. Hence

E2(S) = −4∫₀^∞ G² e^(2r) r⁻² dr = −4∫₀^∞ [A²e^(−2r) + 2AB e^(−4r) + B²e^(−6r)] r⁻² dr.

**6. The closed form**

The whole integrand behaves as r⁴ at the origin, but its pieces diverge. Insert a factor r^η. For η > 1 each piece converges; the total is analytic in η down to η > −5, so the continued pieces may be summed at η → 0. Each is

∫r^(k−2+η)e^(−ar)dr = Γ(k − 1 + η) a^(−(k−1+η)).

Let Λ = 1/η − γ, so that Γ(η) = Λ + O(η) and Γ(η − 1) = Γ(η)/(η − 1) = −(Λ + 1) + O(η). With a^(−η) = 1 − η ln a + …,

k = 0: −aΛ − a + a ln a;  k = 1: Λ − ln a;  k ≥ 2: (k − 2)!/a^(k−1).

The coefficients c0 … c4 of r⁰ … r⁴, multiplied by 256, come from expanding the polynomials:

a = 2, A²: 9, 36, −24, −120, 100

a = 4, 2AB: −18, −108, −132, 144, 160

a = 6, B²: 9, 72, 192, 192, 64

The coefficient of Λ is c1 − a c0, and that of ln a is its negative. The former gives (36 − 18) + (−108 + 72) + (72 − 54) = 0, so the poles and γ cancel. The logarithms give

−18 ln 2 + 36 ln 4 − 18 ln 6 = 36 ln 2 − 18 ln 3 = 18 ln(4/3).

The rational parts −a c0 + c2/a + c3/a² + 2c4/a³ are

a = 2: −18 − 12 − 30 + 25 = −35

a = 4: 72 − 33 + 9 + 5 = 53

a = 6: −54 + 32 + 16/3 + 16/27 = −434/27

with sum 18 − 434/27 = 52/27. The prefactor is −4/256 = −1/64:

E2(HF) = (9/32) ln(3/4) − 13/432 = −0.080910583 − 0.030092593 = −0.111003175,

the last digit being that of the unrounded sum. This value was tested against quadrature of the G² integral, against the sum over pseudostates of h in 22 radial functions (both −0.111003175), and against the λ² coefficient of converged SCF energies (−0.11100317). In the sum over true hydrogen states, 2s gives −0.042583 and all bound ns states −0.05916; the remainder −0.05184, or 47 % of E2(S), belongs to the continuum. A sum over bound states alone is far from sufficient.

**7. The full E2 as a minimum**

No closed form is derived for the doubles; they are computed. Let ψ0 = φ0(1)φ0(2), and let ψ1 solve (H0 − E0)ψ1 = −(V − E1)ψ0. For the Hylleraas functional

W[ψ] = ⟨ψ|H0 − E0|ψ⟩ + 2⟨ψ|V − E1|ψ0⟩

the terms linear in δ cancel in W[ψ1 + δ] by that equation, leaving W[ψ1] + ⟨δ|H0 − E0|δ⟩. Also W[ψ1] = ⟨ψ1|V − E1|ψ0⟩ = E2. Since E0 is the lowest level of H0, every trial gives an upper bound. Put ψ = Fψ0. As in part 5, (H0 − E0)(Fψ0) = −Σ_i ∇i·(ψ0²∇iF)/(2ψ0), and integration by parts gives

W = ½⟨|∇1F|² + |∇2F|²⟩ + 2⟨F (1/r12 − 5/8)⟩,

with ⟨…⟩ an average over ψ0². A constant added to F changes nothing.

**8. First route: perimetric coordinates**

Let F depend on r1, r2 and u = r12. The angle between r̂1 and the gradient of u follows from the cosine rule, and subscripts denote derivatives:

|∇1F|² = F₁² + F_u² + F₁F_u (r1² + u² − r2²)/(r1u).

The volume element after the three overall rotations is 8π² r1r2u dr1dr2du. The variables x = r2 + u − r1, y = r1 + u − r2, z = r1 + r2 − u run independently over (0, ∞), by the triangle inequalities. The Jacobian is 1/4 and 2(r1 + r2) = x + y + 2z, so the weight is 2r1r2u e^(−x−y−2z) dxdydz. With F a sum of Laguerre products, symmetric in x and y, every integrand is a polynomial times this exponential. The upper bounds are −0.157605597, −0.157665046, −0.157666321 and −0.157666413 for total degree 4, 8, 12 and 16 (22, 95, 252 and 525 terms). The λ² coefficient of the lowest eigenvalue in the largest basis, −0.15766640, agrees within the tested 10⁻⁷.

This function knows nothing of HF, yet its singles part can be extracted. Averaging V over one electron gives J0, so the component of the source (1/r12 − 5/8) along singles is J0(r1) + J0(r2) − 5/4. Averaged with the correlated F, which is symmetric, it gives 2⟨F(J0(r1) − 5/8)⟩ = −0.11100318, the closed form of part 6 within the tested 10⁻⁶.

**9. Second route: partial waves**

Let θ be the angle between the electrons, r< and r> the smaller and larger radius, ρ = r</r>, and s = r1 + r2. Expand F = Σ F_l P_l(cos θ) and 1/r12 = Σ g_l P_l, g_l = ρ^l/r>. The angular averages are δ_ll′/(2l + 1) for P_lP_l′ and, after integration by parts with Legendre's equation, δ_ll′ l(l + 1)/(2l + 1) for (1 − cos²θ)P_l′P_l′′, the primes on P here marking derivatives. So W separates into one functional per l:

W_l = (2l + 1)⁻¹ {½⟨F<² + F>² + l(l + 1)(r<⁻² + r>⁻²)F_l²⟩ + 2⟨F_l (g_l − (5/8)δ_l0)⟩},

where F< and F> are derivatives of F_l with respect to r< and r>. The radial weight is 16r1²r2²e^(−2s), doubled for the two orderings. With r> = s/(1 + ρ), r< = ρr> and dr<dr> = s ds dρ/(1 + ρ)², it becomes

32 s⁵e^(−2s) ρ²(1 + ρ)⁻⁶ ds dρ,  0 < ρ < 1.

The chain rule gives F< = F_s + F_ρ/r> and F> = F_s − ρF_ρ/r>, so

F<² + F>² = 2F_s² + 2F_sF_ρ(1 − ρ²)/s + F_ρ²(1 + ρ²)(1 + ρ)²/s².

The trial functions are s times a Laguerre polynomial in s (24 of them) times ρ^l and a Jacobi polynomial in ρ (20 of them).

For l ≥ 1 the average over the direction of one electron vanishes, so these waves are pure doubles. For l = 0 the source splits into σS = J0(r1) + J0(r2) − 5/4 and σD = 1/r> − J0(r1) − J0(r2) + 5/8. The average of σD over electron 2 is J0(r1) − J0(r1) − 5/8 + 5/8 = 0, so σD has no singles component. Solved with both sources, l = 0 gives singles −0.11100318, doubles −0.014330656 and a cross term of 6×10⁻¹⁶. The doubles continue with −0.026495162 (l = 1), −0.003906134 (l = 2), −0.001077729 (l = 3), and reach a running sum of −0.04666240 at l = 40.

**10. The tail at large l**

The stationarity condition of W is

−½(∇1² + ∇2²)F + ∂F/∂r1 + ∂F/∂r2 = −(1/r12 − 5/8).

Since ∇i² r12 = 2/r12, the choice F = r12/2 makes the first term −1/r12 and matches the singular source. Its partial waves follow from r12 = r12²·(1/r12), with r12² = r>²(1 + ρ² − 2ρ cos θ) and cos θ P_l = [(l + 1)P_(l+1) + lP_(l−1)]/(2l + 1). The coefficient of P_l is

u_l = r>ρ^l [1 + ρ² − 2l/(2l − 1) − (2l + 2)ρ²/(2l + 3)] = r>ρ^l [ρ²/(2l + 3) − 1/(2l − 1)].

Set L = 2l + 1 and ξ = 1 − ρ. The factor ρ^(2l) ≈ e^(−Lξ) confines the integrals to ξ of order 1/L, where the bracket is (1 − 2ξ)/(L + 2) − 1/(L − 2) ≈ −4/L² − 2ξ/L. The neglected operator ∂/∂r1 + ∂/∂r2 changes ρ at the rate ξ/r>, and ∂/∂ρ brings a factor L, so it leaves u_l of order L⁻², small against the source g_l of order one. To leading order F_l = u_l/2. At the minimum W_l is half its linear term, E_l = ⟨F_l g_l⟩/L. In u_l g_l the factor r> cancels. The s integral gives 32·5!/2⁶ = 60, and ρ²(1 + ρ)⁻⁶ → 1/64 at ρ = 1, so the weight is 15/16:

E_l ≈ (1/L)(15/16)(1/2)∫e^(−Lξ)(−4/L² − 2ξ/L)dξ = (1/L)(15/32)(−6/L³) = −(45/256)(l + ½)⁻⁴.

The slow decay comes from the kink of r12/2 at coalescence. Assuming a next term in (l + ½)⁻⁶, extrapolation from l = 20 and 40 gives the coefficient 0.175780, tested against 45/256 = 0.175781. The tail beyond l = 40 is about (45/256)/(3·41³) = 8.5×10⁻⁷ in size; with the next term fitted at l = 40 it is −8.495×10⁻⁷. Then

E2(D) = −0.04666240 − 0.00000085 = −0.04666325.

Adding the closed-form singles gives E2 = −0.15766643. This is an extrapolated estimate and lies 2×10⁻⁸ below the perimetric bound, on the side where it should. The first route gives E2 − E2(HF) = −0.04666324. To six decimals:

E2 = −0.157666 hartree (−4.2903 eV)

E2(HF) = −0.111003 hartree (−3.0206 eV), 70.40 % of E2

Ec(Z → ∞) = −0.046663 hartree (−1.2698 eV).

Of the limit, radial correlation (l = 0) supplies 31 %, l = 1 supplies 57 %, and the waves through l = 2 together 96 %.

**11. Approach to the limit**

A function wrong at order λ² gives a stationary energy wrong at order λ⁴, so first-order functions fix the λ³ terms. For ψ0 + λψ1 with ⟨ψ0|ψ1⟩ = 0, the numerator contributes λ³⟨ψ1|V|ψ1⟩, and the norm 1 + λ²⟨ψ1|ψ1⟩ acting on λE1 contributes −λ³E1⟨ψ1|ψ1⟩:

E3 = ⟨ψ1|V − 5/8|ψ1⟩.

For HF take the orbital φ0 + λφ1 with norm n = 1 + λ²⟨φ1|φ1⟩, and let (ab|cd) be the Coulomb energy of the densities ab and cd. The one-electron part −1 + 2λ²⟨φ1|h + ½|φ1⟩/n has no λ³ term. The repulsion is λ(φφ|φφ)/n². The density φ0² + 2λφ0φ1 + λ²φ1² gives at λ² the terms 2(φ1φ1|φ0φ0) + 4(φ0φ1|φ0φ1), and 1/n² gives −2(5/8)⟨φ1|φ1⟩:

E3(HF) = 2⟨φ1|J0 − 5/8|φ1⟩ + 4(φ0φ1|φ0φ1).

Numerically E3 = 0.0086990 and E3(HF) = −0.0010552, so

Ec = −0.046663 + c1/Z + O(Z⁻²),  c1 = 0.0086990 + 0.0010552 = 0.009754, given to six decimals because the seventh is uncertain by about one unit (10⁻⁷ hartree) in the finite basis.

**12. Worked example: four ions**

The reference E is the lowest eigenvalue in the 525-term perimetric basis, a variational upper bound to the nonrelativistic fixed-nucleus energy and not a measured quantity. E(HF) is restricted HF in 22 radial functions. All values are in the numerical output that follows.

For Ne⁸⁺ the HF series gives −100 + 6.25 − 0.111003 − 0.000106 = −93.861109, against the SCF value −93.861114. The correlation energies are:

He: −2.903724 + 2.861680 = −0.042044; two terms, −0.046663 + 0.004877 = −0.041786

Li⁺: −7.279913 + 7.236415 = −0.043498; two terms, −0.046663 + 0.003251 = −0.043412

Ne⁸⁺: −93.906807 + 93.861114 = −0.045693; two terms, −0.046663 + 0.000975 = −0.045688

Ca¹⁸⁺: −387.657234 + 387.611057 = −0.046177; two terms give −0.046176.

The remainders, Ec minus the two-term value, are −0.000258, −0.000086, −0.000005 and −0.000001 hartree, the last at the rounding level. Multiplied by Z², the first three are −0.0010, −0.0008 and −0.0005, and a bound of 0.0015 on this product was tested for all four ions. The product is not yet constant at Z = 2 and 3, so terms beyond Z⁻² matter there. In these four ions |Ec| rises toward the limit from below, in line with c1 > 0. Helium has 90 % of the limiting value. While the total energy grows by a factor of 133.5 from He to Ca¹⁸⁺, Ec changes by 10 % of its helium value, and its share of the total falls to 1.2×10⁻⁴. The scaling explains the plateau: matrix elements of the repulsion grow as Z and excitation energies as Z², so a squared element over a gap is independent of Z.

**13. Where the result fails**

The proof used a nondegenerate zero-order determinant. For four electrons, h gives 2s and 2p the same energy, so 1s²2s² is degenerate with 1s²2p², and E1 is the lowest eigenvalue of V in the degenerate space. The element between 1s²2s² and the determinant with both outer electrons in 2p_z is (2s 2p_z|2s 2p_z), the Coulomb self-energy of a nonzero charge distribution, which is positive. A symmetric matrix with a nonzero off-diagonal element in some row has its lowest eigenvalue below the diagonal element of that row, and the diagonal element for 1s²2s² is what restricted HF for that configuration gives in first order. The two values of E1 differ, and Ec grows in proportion to Z with no finite limit.

For 1s², the identification of HF with the branch connected to the hydrogenic determinant was shown for small λ, where the gap 3/8 dominates; nothing is claimed here about its stability near Z = 1. The equality of HF with the singles was shown in second order. In third order the product doubles of χ2 enter the HF energy, and the counting of part 4 does not carry over. Finally, Z → ∞ is a limit of the nonrelativistic Hamiltonian. Relativistic effects grow with Z, so −0.046663 hartree is a property of this model and not a limit for measured energies of highly charged ions.

Computed results

```
model: singles -3.133619, SCF curvature -3.133620 (model units)
model: doubles -0.081250, exact curvature -3.214869 (model units)
E1 = 5/8 hartree
a=2: 256*c_k=[9, 36, -24, -120, 100], 256*rational=-35, 256*ln coeff=-18
a=4: 256*c_k=[-18, -108, -132, 144, 160], 256*rational=53, 256*ln coeff=36
a=6: 256*c_k=[9, 72, 192, 192, 64], 256*rational=-434/27, 256*ln coeff=-18
(9/32)ln(3/4) = -0.080910583, 13/432 = 0.030092593 hartree
E2(singles) closed form -0.111003175, quadrature -0.111003175 hartree
E2(singles) pseudostate sum -0.111003175, SCF curvature -0.11100317 hartree
singles: 2s -0.042583, all bound ns -0.05916, continuum -0.05184 hartree
l=0: singles -0.11100318, cross term 6e-16, total -0.12533383 hartree
doubles l=0: -0.014330656 hartree, running sum -0.01433066 hartree
doubles l=1: -0.026495162 hartree, running sum -0.04082582 hartree
doubles l=2: -0.003906134 hartree, running sum -0.04473195 hartree
doubles l=3: -0.001077729 hartree, running sum -0.04580968 hartree
doubles l=4: -0.000406098 hartree, running sum -0.04621578 hartree
doubles l=5: -0.000184995 hartree, running sum -0.04640077 hartree
doubles l=10: -0.000014303 hartree, running sum -0.04661968 hartree
doubles l=20: -0.000000992 hartree, running sum -0.04665694 hartree
doubles l=40: -0.000000065 hartree, running sum -0.04666240 hartree
tail coefficient fitted 0.175780, 45/256 = 0.175781; tail l>40 -8.495e-07 hartree
perimetric degree 4, 22 terms: E2 <= -0.157605597 hartree
perimetric degree 8, 95 terms: E2 <= -0.157665046 hartree
perimetric degree 12, 252 terms: E2 <= -0.157666321 hartree
perimetric degree 16, 525 terms: E2 <= -0.157666413 hartree
singles projected from correlated psi1 -0.11100318 hartree
E2: partial waves -0.15766643, eigenvalue curvature -0.15766640 hartree
E2(HF) = -0.111003 hartree = -3.0206 eV, share of E2 70.40 %
E2 = -0.157666 hartree = -4.2903 eV
Ec limit: E2-E2(HF) -0.04666324, doubles sum -0.04666325 hartree = -1.2698 eV
E3 0.0086990, E3(HF) -0.0010552, c1 0.0097542 hartree
He Z=2: E -2.903724, E(HF) -2.861680 hartree
   Ec -0.042044, limit + c1/Z -0.041786 hartree
Li+ Z=3: E -7.279913, E(HF) -7.236415 hartree
   Ec -0.043498, limit + c1/Z -0.043412 hartree
Ne8+ Z=10: E -93.906807, E(HF) -93.861114 hartree
   Ec -0.045693, limit + c1/Z -0.045688 hartree
Ca18+ Z=20: E -387.657234, E(HF) -387.611057 hartree
   Ec -0.046177, limit + c1/Z -0.046176 hartree
```
